# Spin stiffness from twisted boundaries in a mean-field band ferromagnet, part 2

The problem is the spin stiffness $\rho_s$ of a one-band ferromagnet, the cost of winding its magnetisation into a flat spiral of wave number $q=\Theta/L$ by a twist $\Theta$ about $z$ over the length $L$ along $x$. For magnetisation perpendicular to the twist axis,
$$E(q)=E(0)+\tfrac12\rho_s\mathcal Vq^2+O(q^4),$$
with the free energy in place of $E$ at $T>0$; $\rho_s$ is in J/m.

The band $\varepsilon_{\mathbf k}=\varepsilon_{-\mathbf k}$ has hopping $t$ and on-site interaction $U$, on $N$ sites of spacing $a$ and volume $\mathcal V$. Derivatives are $v=\partial\varepsilon/\partial k_x$ and $\varepsilon''=\partial^2\varepsilon/\partial k_x^2$. The bracket $\langle\cdot\rangle_k$ is $\mathcal V^{-1}\sum_{\mathbf k}$, or $N^{-1}\sum_{\mathbf k}$ for lattice numbers, with $n$, $m$, $\rho_s$ then per site. Arrows denote majority and minority spin, $n=n_\uparrow+n_\downarrow$, $m=n_\uparrow-n_\downarrow$; $f$ is the Fermi function and $\mu$ the chemical potential. In Hartree–Fock the exchange splitting is $\Delta=Um$ and
$$\rho_s=\Big\langle\frac{\varepsilon''(f_\uparrow+f_\downarrow)}{4}-\frac{v^2(f_\uparrow-f_\downarrow)}{2\Delta}\Big\rangle_k,\qquad f_{\uparrow,\downarrow}=f(\varepsilon\mp\tfrac12\Delta-\mu).\tag{1}$$
The first term is the kinetic term, $\langle K\rangle/\mathcal V$ (per site $\langle K\rangle/N$); the subtracted one is the correlation term.

In the twisted frame the magnetisation lies along $\sigma_x$ and the twist adds $d_{\mathbf k}\sigma_z$, $d=qv/2+O(q^3)$, to the band matrix. The density matrix at $\mathbf k$ changes by
$$\delta P_{\mathbf k}=-d_{\mathbf k}g_{\mathbf k}\sigma_z,\qquad g=(f_\uparrow-f_\downarrow)/\Delta.\tag{3}$$
The interaction energy per site is $U\det P$, with $P$ the on-site density matrix.

Section 4 tested (1) on the simple cubic lattice, $\varepsilon=-2t\sum_\alpha\cos k_\alpha a$, $k_BT=0.25t$. The curvature of the self-consistent free energy $F$ of the spiral agreed within $10^{-5}$ of the correlation term. At $n=0.5$, $\rho_s$ is $0.019812\,ta^2$ for $U=16t$ and $-0.005686\,ta^2$ for $U=10t$.

The numerical output also lists earlier tests: a $3\times2$ cluster with energy curvature $A+BM^2$ at $S_z/\hbar=M$; a "parallel" twist, with magnetisation along the twist axis and occupations relaxed or frozen; and the half-filled Heisenberg value $-J_HS^2a^2$, with $J_H=4t^2/U$, $S=\tfrac12$.

**5. What decides the sign**

Define $\Phi(E)=\langle v^2[-f'(\varepsilon-E)]\rangle_k$ and $\mu_{\uparrow,\downarrow}=\mu\pm\Delta/2$. Integration by parts over a period gives $\langle\varepsilon''f\rangle_k=-\langle v\,\partial_{k_x}f\rangle_k=-\langle v^2f'\rangle_k$, so the kinetic term is $\tfrac14[\Phi(\mu_\uparrow)+\Phi(\mu_\downarrow)]$. Also $f_\uparrow-f_\downarrow=\int_{\mu_\downarrow}^{\mu_\uparrow}[-f'(\varepsilon-E)]\,dE$. Hence
$$\rho_s=\frac12\Big[\frac{\Phi(\mu_\uparrow)+\Phi(\mu_\downarrow)}{2}-\frac1\Delta\int_{\mu_\downarrow}^{\mu_\uparrow}\Phi\,dE\Big].\tag{4}$$
The first term in the bracket is the mean height of the chord, the second the mean height of the curve. A convex $\Phi$ lies below its chord and gives $\rho_s\ge0$; the negative value at $U=10t$ therefore shows that $\Phi$ is not convex over that interval. Form (4) matches the spiral curvature in both cases with $n=0.5$, to the tolerance of section 4.

*Limit of small $\Delta$.* Expand $\Phi(\mu+y)=\Phi+\Phi'y+\tfrac12\Phi''y^2+\dots$. The end points $y=\pm\Delta/2$ average to $\Phi+\Phi''\Delta^2/8$. The interval average of $y^2$ is $\Delta^2/12$, giving $\Phi+\Phi''\Delta^2/24$. Half the difference is $\rho_s=\Phi''(\mu)\Delta^2/24+O(\Delta^4)$. On the cubic lattice at $k_BT=0.25t$, $\mu=-3.5t$, $\Delta=0.1t$, (1) gives $4.037\times10^{-6}ta^2$ and this law $4.036\times10^{-6}ta^2$.

**6. The magnon**

Quantise along the magnetisation, without twist, and let a weak field $-b\,e^{-i\omega t}\sum_{\mathbf k}c^\dagger_{\mathbf k+\mathbf q\downarrow}c_{\mathbf k\uparrow}+{\rm h.c.}$ act. The equation of motion of $p_{\mathbf k}=\langle c^\dagger_{\mathbf k\uparrow}c_{\mathbf k+\mathbf q\downarrow}\rangle\propto e^{-i\omega t}$ is $\hbar\omega p=(\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}+\Delta)p-b(f_{\mathbf k\uparrow}-f_{\mathbf k+\mathbf q\downarrow})$. The exchange term $-U|P_{\uparrow\downarrow}|^2$ produces such a field itself, $b=U\langle p\rangle_k$, and a free mode requires
$$1=U\Big\langle\frac{f_{\mathbf k\uparrow}-f_{\mathbf k+\mathbf q\downarrow}}{\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}+\Delta-\hbar\omega}\Big\rangle_k,$$
the transverse RPA pole. Shift $\mathbf k\to\mathbf k-\mathbf q$ in the $f_\downarrow$ part. The denominators become $\Delta+y_{\uparrow,\downarrow}$ with $y_{\uparrow,\downarrow}=qv\pm\tfrac12q^2\varepsilon''-\hbar\omega$, and $1/(\Delta+y)=1/\Delta-y/\Delta^2+y^2/\Delta^3-\dots$ Order zero is $1=Um/\Delta$, so $\omega=0$ at $q=0$. Order $q$ vanishes by inversion. Counting $\omega$ as $q^2$, order $q^2$ reads
$$0=-\frac{q^2\langle\varepsilon''(f_\uparrow+f_\downarrow)\rangle_k}{2\Delta^2}+\frac{\hbar\omega m}{\Delta^2}+\frac{q^2\langle v^2(f_\uparrow-f_\downarrow)\rangle_k}{\Delta^3}.$$
Multiplying by $\Delta^2/m$ and comparing with (1),
$$\hbar\omega=Dq^2,\qquad D=2\rho_s/m .$$
The numerical root of the unexpanded pole equation gives $D=0.079250\,ta^2$ at $U=16t$ and $-0.026555\,ta^2$ at $U=10t$, both equal to $2\rho_s/m$, so the spiral instability appears as a magnon of negative energy. The micromagnetic constant in $A_{\rm ex}|\partial_x\hat{\mathbf m}|^2=A_{\rm ex}q^2$ is $A_{\rm ex}=\rho_s/2$.

**7. Where the bare correlation fails: neighbour repulsion**

Add $V\sum_jn_jn_{j+1}$ on a chain with $\varepsilon=-2t\cos ka$. The interaction in momentum transfer is $U+2V\cos(k-k')a$, and the exchange self-energy is $\Sigma_k=-\langle[U+2V\cos(k-k')a]P_{k'}\rangle_{k'}$, so the splitting $\Delta_k$ in $g_k$ depends on $k$. Let the total $\sigma_z$ field be $x_k$, so that $\delta P_k=-x_kg_k\sigma_z$ as in (3). With $\cos(k-k')a=\cos ka\cos k'a+\sin ka\sin k'a$, an odd $x_k$ couples to the sine product alone:
$$x_k=qta\sin ka+2V\sin ka\,\langle\sin k'a\;x_{k'}g_{k'}\rangle_{k'} .$$
Setting $x_k=X\sin ka$ gives $X=qta/(1-2VG)$, $G=\langle g_k\sin^2ka\rangle_k$. Because $F$ is stationary in $P$, $dF/dq$ is the average of ${\rm tr}(P\,\partial_qh^0)$ with the bare band matrix $h^0$, where $\partial_qh^0=\tfrac12v\sigma_z+\tfrac14q\varepsilon''$. The second piece gives $q\langle K\rangle/N$; the first gives $-\langle vx g\rangle_k=-2taXG$, using ${\rm tr}\,\sigma_z^2=2$ and $v=2ta\sin ka$. Thus
$$\rho_s=\frac{\langle K\rangle}{N}-\frac{2t^2a^2G}{1-2VG}.$$
At $V=0$ this is (1). A full matrix Hartree–Fock solution of the spiral at $U=8t$, $n=0.6$, $k_BT=0.2t$ agrees within $10^{-6}ta^2$. At $V=0$ it gives $0.005505\,ta^2$. At $V=t$, $2tG=0.139382$, the bare expression is $0.010300$, the kinetic term is their sum $0.149682$, and $0.149682-0.139382/0.860618=-0.012274$. The vertex factor reverses the sign here, so (1) cannot be carried over to a non-local interaction by inserting $\Delta_k$. The chain serves as a check of the mean-field algebra and is not a claim about order in one dimension.

**8. Parabolic band at $T=0$**

Take $\varepsilon=\hbar^2k^2/2m^*$ with a contact interaction $I$ in place of $Ua^3$, so $\Delta=Im$, $m=\zeta n$. With $k_F=(3\pi^2n)^{1/3}$ and $E_F=\hbar^2k_F^2/2m^*$, the Fermi energies above each band bottom are $E_{\uparrow,\downarrow}=E_F(1\pm\zeta)^{2/3}$. A common chemical potential requires $E_\uparrow-E_\downarrow=\Delta$:
$$In/E_F=[(1+\zeta)^{2/3}-(1-\zeta)^{2/3}]/\zeta .$$
The right side runs from $4/3$ at $\zeta\to0$ to $2^{2/3}$ at $\zeta=1$, beyond which the state is saturated. By the integration by parts of section 5, $\Phi(E)=\langle\varepsilon''\theta(E-\varepsilon)\rangle_k=\hbar^2n_1(E)/m^*$, where $n_1\propto E^{3/2}$ is the density of one spin species filled to $E$, and zero for $E<0$. This is convex, so $\rho_s>0$ in this model. With $\int_0^En_1\,dE'=\tfrac25En_1(E)$, (4) becomes
$$\rho_s=\frac{\hbar^2}{m^*}\Big[\frac n4-\frac{n_\uparrow E_\uparrow-n_\downarrow E_\downarrow}{5\Delta}\Big].$$
*Weak limit.* $\Phi=(\hbar^2n/2m^*)(E/E_F)^{3/2}$ has $\Phi''(E_F)=3\hbar^2n/(8m^*E_F^2)$, and $\Delta=\tfrac43\zeta E_F$, so $\rho_s=\tfrac38\cdot\tfrac{16}9\cdot\tfrac1{24}\,\hbar^2n\zeta^2/m^*=\hbar^2n\zeta^2/36m^*$, confirmed by a symbolic series of the closed form. *Saturated limit.* With $n_\downarrow=0$, $\rho_s=(\hbar^2n/4m^*)(1-4E_\uparrow/5\Delta)$, which tends to the kinetic term as $\Delta\to\infty$.

*Worked example.* The round model parameters are $m^*=m_e$ and $n=10^{29}$ m⁻³, so $\hbar^2/m^*=1.22085\times10^{-38}$ J m², $k_F=1.43595\times10^{10}$ m⁻¹, $E_F=1.25868\times10^{-18}$ J, and partial polarisation needs $I$ between $1.678$ and $1.998\times10^{-47}$ J m³. Extra digits are kept where a cancellation follows.

For $I=1.7\times10^{-47}$ J m³, $In/E_F=1.35063$ and $\zeta=0.40450$. Then $\Delta=6.87653\times10^{-19}$ J, $E_\uparrow=1.57856\times10^{-18}$ J, $E_\downarrow=8.90911\times10^{-19}$ J, $n_\uparrow=7.02251\times10^{28}$ m⁻³, $n_\downarrow=2.97749\times10^{28}$ m⁻³. The kinetic term is $1.22085\times10^{-38}\times10^{29}/4=3.0521\times10^{-10}$ J/m. Next $n_\uparrow E_\uparrow-n_\downarrow E_\downarrow=(11.0855-2.6527)\times10^{10}=8.4328\times10^{10}$ J/m³, and the correlation term is $1.22085\times10^{-38}\times8.4328\times10^{10}/(5\times6.87653\times10^{-19})=2.9943\times10^{-10}$ J/m. It cancels 98% of the kinetic term, leaving $\rho_s=5.78\times10^{-12}$ J/m and $A_{\rm ex}=2.89\times10^{-12}$ J/m. Form (4) gives the same: $\tfrac12[\tfrac12(8.57345+3.63508)-5.98861]\times10^{-10}=5.78\times10^{-12}$ J/m. The weak law gives $5.55\times10^{-12}$ J/m, 4% below $\rho_s$. With $m=4.045\times10^{28}$ m⁻³, $D=2\times5.783\times10^{-12}/4.045\times10^{28}=2.86\times10^{-40}$ J m², or 178 meV Å². A twist $\Theta=\pi/2$ over $L=10^{-8}$ m costs $\rho_s\Theta^2/2L=7.13\times10^{-4}$ J/m².

For $I=2.5\times10^{-47}$ J m³ the state is saturated, $\Delta=2.5\times10^{-18}$ J, $E_\uparrow=1.998\times10^{-18}$ J, and the factor is $1-4\times1.998/12.5=0.3606$. Then $\rho_s=3.052\times10^{-10}\times0.3606=1.10\times10^{-10}$ J/m and $D=2.20\times10^{-39}$ J m², or 1.37 eV Å². The kinetic term is unchanged, so the factor 19 in $\rho_s$ comes from the weaker cancellation. In both cases the self-consistent spiral energy and the small-$q$ RPA pole agree with $\rho_s$ and $D$ within $10^{-4}$ of their values, as listed in the numerical output below.

At $q=10^9$ m⁻¹ the RPA pole lies at $2.799\times10^{-22}$ J against $Dq^2=2.859\times10^{-22}$ J in the first case, 2% below $Dq^2$, and at $2.2005\times10^{-21}$ J against $2.2014\times10^{-21}$ J in the second, 0.04% below. The expansion of section 6 runs in $qv/\Delta$ and $q^2\varepsilon''/\Delta$. With $v^2=2E_\uparrow\hbar^2/m^*$ at the majority Fermi surface, $(qv/\Delta)^2$ is $0.08$ and $0.008$, while $q^2\varepsilon''/\Delta$ is $0.018$ and $0.005$. These change by factors of about 10 and 4, while the deviations differ by about 50, so the deviation is not simply proportional to either parameter. To leading order it is the ratio of the $q^4$ term to $Dq^2$, and both coefficients differ between the two cases. These are Hartree–Fock numbers for a one-band model, without correlation beyond the exchange field and without spin-wave fluctuations, and the near cancellation makes the first $\rho_s$ sensitive to any correction of either term, as the vertex factor of section 7 shows.

## Computed results

```
cluster 3x2, 5 electrons, U = 500 t; curvatures in t a^2
M=0.5: kinetic 0.500000 correlation 0.270401 diff 0.229599 twist 0.229599
M=1.5: kinetic 0.500000 correlation 0.180267 diff 0.319733 twist 0.319733
M=2.5: kinetic 0.500000 correlation 0.000000 diff 0.500000 twist 0.500000
A + B M^2 from M=3/2,5/2: A = 0.218332, B = 0.045067, predicts M=1/2: 0.229599
simple cubic, kT = 0.25 t; rho in t a^2 per site, D in t a^2
U=10t n=0.5: m 0.42827 De 4.28275t kin 0.096755 cor 0.102441
   rho -0.005686 spiral -0.005686; 2rho/m -0.026555 RPA pole -0.026555
   Phi form -0.005686; parallel twist relaxed 1e-12 frozen 0.096755
U=16t n=0.5: m 0.50000 De 7.99997t kin 0.082312 cor 0.062500
   rho 0.019812 spiral 0.019812; 2rho/m 0.079250 RPA pole 0.079250
   Phi form 0.019812; parallel twist relaxed 1e-12 frozen 0.082312
U=40t n=1.0: m 1.00000 De 40.00000t kin 0.000000 cor 0.025000
   rho -0.025000 spiral -0.025000; 2rho/m -0.050000 RPA pole -0.050000
   Heisenberg -J_H S^2 = -0.025000
mu=-3.5t De=0.1t: rho 4.0368e-06, Phi''De^2/24 4.0362e-06
chain U=8t n=0.6 kT=0.2t; rho in t a^2 per site
V=0t: G 0.071467/t bare 0.005505 ladder 0.005505 spiral 0.005505
V=1t: G 0.069691/t bare 0.010300 ladder -0.012274 spiral -0.012274
n = 1.0e+29 m^-3, m* = 9.10938e-31 kg, kF = 1.43595e+10 1/m, EF = 1.25868e-18 J
hbar^2/m* = 1.22085e-38 J m^2
Stoner window I = 1.6782e-47 to 1.9980e-47 J m^3
--- I = 1.7e-47 J m^3, I n/EF = 1.35063, zeta = 0.40450
Delta = 6.87653e-19 J, E_up = 1.57856e-18 J, E_dn = 8.90911e-19 J
n_up = 7.02251e+28, n_dn = 2.97749e+28, m = 4.04502e+28 m^-3
kinetic = 3.05213e-10 J/m, correlation = 2.99430e-10 J/m
Phi_up = 8.57345e-10, Phi_dn = 3.63508e-10, mean = 5.98861e-10 J/m
rho = 5.78290e-12 J/m, spiral energy gives 5.78290e-12 J/m, A_ex = 2.8914e-12 J/m
D = 2.85927e-40 J m^2 = 178.46 meV A^2, RPA pole 2.85927e-40 J m^2
q = 1e9 1/m: D q^2 = 2.8593e-22 J, RPA pole = 2.7986e-22 J
twist pi/2 over 1e-8 m: energy per area = 7.1344e-04 J/m^2
weak law hbar^2 n zeta^2/(36 m*) = 5.5488e-12 J/m
--- I = 2.5e-47 J m^3, I n/EF = 1.98621, zeta = 1.00000
Delta = 2.50000e-18 J, E_up = 1.99802e-18 J, E_dn = 0.00000e+00 J
n_up = 1.00000e+29, n_dn = 0.00000e+00, m = 1.00000e+29 m^-3
kinetic = 3.05213e-10 J/m, correlation = 1.95143e-10 J/m
Phi_up = 1.22085e-09, Phi_dn = 0.00000e+00, mean = 3.90287e-10 J/m
rho = 1.10070e-10 J/m, spiral energy gives 1.10070e-10 J/m, A_ex = 5.5035e-11 J/m
D = 2.20140e-39 J m^2 = 1374.00 meV A^2, RPA pole 2.20140e-39 J m^2
q = 1e9 1/m: D q^2 = 2.2014e-21 J, RPA pole = 2.2005e-21 J
twist pi/2 over 1e-8 m: energy per area = 1.3579e-02 J/m^2
saturated factor 1 - 4E_up/(5 Delta) = 0.36063
```
